# Fewest-Switches Hopping: Population Flux, Internal Consistency and Approximate Detailed Balance, part 2

Classical walkers move on electronic surfaces in a heat bath, with $\beta=1/kT$. Does hopping between surfaces give Boltzmann populations? Hartree atomic units are used.

The coefficients $c_j$, with populations $\rho_j=|c_j|^2$, obey

$$\dot c_k=-iE_kc_k-\sum_j v\cdot d_{kj}\,c_j,$$

where $d_{kj}=-d_{jk}$ is the coupling. The flux into $k$ from $j$ is $b_{kj}=-2\,\mathrm{Re}(c_k^*c_j)\,v\cdot d_{kj}$. A walker on surface $a$ hops to $k$ within $dt$ with probability $\max(0,b_{ka}\,dt/\rho_a)$. The fraction $P_k$ of walkers on surface $k$ stays equal to $\rho_k$ if it starts so, all walkers share one coefficient history and every hop is accepted.

A hop rescales the velocity along $d$ to conserve total energy. It is rejected, with the velocity unchanged, if the kinetic energy along $d$ is too small. This keeps $|v\cdot d|\,dv$ unchanged, where $dv$ is the velocity volume element. Scaling the whole velocity by $s$ in $N$ dimensions multiplies it by $s^{N-1}$.

**First (phase-space) derivation.** Let $h_{ak}(v)$ be the mean hop probability from $a$ to $k$ per unit of coupling path $|v\cdot d|\,dt$, and $v'$ the velocity after the hop. The Boltzmann distribution satisfies detailed balance if $h_{ak}(v)=h_{ka}(v')$.

**Second (passage) derivation.** A coordinate $x$ of mass $m$ crosses a Gaussian coupling $d_{10}(x)=d(x)\ge0$ of width (standard deviation) $\ell$ and area $\theta=\int d(x)\,dx$. The surfaces are flat, with $E_0=0$ and $E_1=\Delta>0$. Between passages velocities are thermalized and coefficients reset to the active state. Arriving kinetic energies $\varepsilon$ have the distribution $\beta e^{-\beta\varepsilon}\,d\varepsilon$. $P_{01}(E)$ is the probability that a walker entering on surface 0 with total energy $E$ leaves on surface 1, and $P_{10}(E)$ that of the reverse. With

$$\langle P\rangle=\int_\Delta^\infty\beta e^{-\beta(E-\Delta)}P(E)\,dE,$$

the upward and downward probabilities per passage are $Q_{\rm up}=e^{-\beta\Delta}\langle P_{01}\rangle$ and $Q_{\rm down}=\langle P_{10}\rangle$. The fractions $n_1$ and $n_0$ of walkers on the upper and lower surface then satisfy

$$\frac{n_1}{n_0}=\frac{Q_{\rm up}}{Q_{\rm down}}=e^{-\beta\Delta}\,\frac{\langle P_{01}\rangle}{\langle P_{10}\rangle}.$$

### A narrow region

The departure vanishes when the walker crosses the region too quickly for the two states to acquire a relative phase. Dividing the equations for $\dot c_k$ by $v$ gives, for motion towards increasing $x$,

$$\frac{dc_1}{dx}=-\frac{i\Delta}{v}c_1-d\,c_0,\qquad\frac{dc_0}{dx}=d\,c_1 ,$$

where $d_{01}=-d$ fixes the sign in the second equation. If $\Delta\ell/v\ll1$ for the speeds on both surfaces, the phase term can be dropped. The speed then disappears from the equations, and the walkers that entered on the same surface share one coefficient history even after some of them have hopped.

Let $\vartheta(x)=\int_{-\infty}^xd(x')\,dx'$. For entry on surface 0 the solution is $c_0=\cos\vartheta$, $c_1=-\sin\vartheta$, as substitution confirms. So $\rho_1=\sin^2\vartheta$ rises steadily as long as $\theta\le\pi/2$. The flux points from 0 to 1 throughout, and no walker hops back. The probability of an upward hop per unit length, if energetically allowed, is

$$\frac{1}{\rho_0}\frac{d\rho_1}{dx}=\frac{2\sin\vartheta\cos\vartheta}{\cos^2\vartheta}\,d=2\,d\tan\vartheta .$$

The probability of not having hopped by the end is

$$\exp\!\left(-\int_0^\theta2\tan\vartheta\,d\vartheta\right)=\exp(2\ln\cos\theta)=\cos^2\theta ,$$

and therefore $P_{01}=\sin^2\theta$ for $E>\Delta$. For entry on surface 1 the solution is $c_1=\cos\vartheta$, $c_0=\sin\vartheta$. The same steps give $P_{10}=\sin^2\theta$. The averages are equal and $n_1/n_0=e^{-\beta\Delta}$. Motion in the other direction gives the same probabilities, with $\vartheta$ measured from the other side.

This limit also satisfies the condition of the first derivation. In equilibrium, at a total energy above $\Delta$, equal numbers enter on the two surfaces. At position $x$, surface 0 carries the fraction $\cos^2\vartheta$ of those that entered on 0, and the fraction $\sin^2\vartheta$ of those that entered on 1 and have hopped. The two parts add up to one. The first part can hop up with probability $2\tan\vartheta$ per unit of coupling path, and the second has no flux upwards. The mean is

$$h_{01}=\cos^2\vartheta\times2\tan\vartheta=\sin2\vartheta ,$$

and exchanging the labels gives $h_{10}=\sin2\vartheta$ as well.

Just above threshold the speed on the upper surface tends to zero, and the phase cannot be dropped there however narrow the region is. The arrivals concerned are those with $\Delta\ell/v>1$, where $v$ is the speed on the upper surface. Their kinetic energy on that surface, which is $\varepsilon$ for entry on surface 1 and $\varepsilon-\Delta$ for entry on surface 0, lies between zero and $\tfrac12m\Delta^2\ell^2$. Their share is at most $\tfrac12\beta m\Delta^2\ell^2$, because the density of arriving energies does not exceed $\beta$. This share vanishes as $\ell^2$.

### The model with numbers

Take $m=2000$ electron masses, $\Delta=0.001$ hartree, $T=300$ K and $\theta=\pi/4$, so that $\sin^2\theta=0.5$. These are round parameters, not those of a particular molecule. A walker with kinetic energy $kT$ has the speed

$$v=\sqrt{\frac{2\times9.50\times10^{-4}}{2000}}=9.7\times10^{-4}\ \text{a.u.}$$

The phase measure $\Delta\ell/v$ at this speed is 0.02 for a width of 0.02 bohr, 0.5 for 0.5 bohr, and 2 for 2 bohr.

For the narrowest region the theory predicts $Q_{\rm down}=0.5$ and $Q_{\rm up}=0.349\times0.5=0.175$. Full hopping dynamics with rescaling and rejection gave the following values. The last column is $\langle P_{01}\rangle/\langle P_{10}\rangle$ with its standard sampling error; errors from the finite integration step are not included.

| Width (bohr) | $Q_{\rm up}$ | $Q_{\rm down}$ | Ratio / Boltzmann |
|---|---|---|---|
| 0.02 | 0.175 | 0.498 | 1.008 ± 0.008 |
| 0.5 | 0.143 | 0.304 | 1.34 ± 0.01 |
| 2.0 | 0.014 | 0.034 | 1.17 ± 0.04 |

For the middle row the arithmetic is $0.1427/0.3040=0.469$, and $0.469/0.349=1.34$. The upper state thus holds 34 percent more, relative to the lower state, than it should. In the narrow region detailed balance holds to about one percent; in the two wider ones it is clearly violated.

The violation is possible because walkers of equal total energy have different speeds on the two surfaces, $v_0^2-v_1^2=2\Delta/m$, and so acquire different phases while crossing the same region. This removes the reason for $P_{01}$ and $P_{10}$ to be equal. It does not by itself predict the sign or size of the difference. In these three cases the departure is not monotonic in the width. The largest of the three is at 0.5 bohr, but three widths neither locate the maximum nor bound it, and widths between 0.5 and 2 bohr can give a larger departure than 34 percent. Both probabilities are small at 2 bohr, but a small hop probability alone does not restore their ratio.

### Removing the rescaling

If hops change no velocity and none is rejected, the two directions become equivalent at equal kinetic energy. Remove the common phase from the coefficients, so that the energies are $\mp\Delta/2$:

$$\dot c_0=\tfrac{i\Delta}2c_0+vd\,c_1,\qquad\dot c_1=-\tfrac{i\Delta}2c_1-vd\,c_0 .$$

Define $a_0=c_1^*$ and $a_1=-c_0^*$. Complex conjugation of the second equation gives $\dot a_0=\tfrac{i\Delta}2a_0+vd\,a_1$, and that of the first gives $\dot a_1=-\tfrac{i\Delta}2a_1-vd\,a_0$. These are the original equations with the populations exchanged. The upward and downward hop probabilities therefore agree at every incoming speed. The arriving kinetic energies have the same distribution on both surfaces, so $Q_{\rm up}=Q_{\rm down}$ and $n_1/n_0=1$. The simulation gave 0.995 for the narrow region, the value quoted at the start. The same hop rule with rescaling and rejection gave 0.352, against the Boltzmann value 0.349.

### What happens to internal consistency

Thermal populations have a price. Of the walkers that enter the narrow region on surface 0, a fraction 0.175 leaves on surface 1, while their mean quantum population $\rho_1$ is 0.498. The coefficients evolve as if the hop were possible at every kinetic energy, but slow walkers cannot make it. The active fractions follow the thermal statistics and the coefficients do not, so the two cannot agree here.

Rejected hops are not the sole cause of disagreement. Take a zero gap, so that no hop can be frustrated, and let walkers starting on surface 0 pass two narrow regions with areas $\theta_1=\pi/6$ and $\theta_2=\pi/12$. After the first region a fraction $p=\sin^2\theta_1=0.25$ is on surface 1, in agreement with $\rho_1$. Now reverse the sign of $c_1$ for the walkers on surface 1 and leave the others alone. With a zero gap everywhere, free flight would not produce this phase; it is imposed to show what different histories do. A phase difference of this kind could arise if a gap opened between the two regions, because walkers on the two surfaces would then fly at different speeds.

In the second region, $\rho_1$ rises to $\sin^2(\theta_1+\theta_2)=0.5$ for the walkers on surface 0. When a population $\rho_a$ falls steadily, the hop rate is $-\dot\rho_a/\rho_a$, and the probability of staying is the final $\rho_a$ divided by the initial one. The probability of hopping from surface 0 is thus $1-0.5/0.75=1/3$, and these walkers add $0.75\times\tfrac13=0.25$ to surface 1. For the walkers already there, $\rho_1$ falls from 0.25 to $\sin^2(\theta_1-\theta_2)=0.067$. They stay with probability $0.067/0.25$ and contribute $0.25\times0.067/0.25=0.067$. Hence

$$P_1=0.25+0.067=0.317,\qquad
\langle\rho_1\rangle=0.75\times0.5+0.25\times0.067=0.392 .$$

The simulated values were 0.320 and 0.392. Within each group of walkers the coefficients are common, but the group to which a walker belongs is correlated with its active surface. The consistency proof needed $P_k=\rho_k$ for the walkers that share a given history, and that no longer holds.

### Coefficients that are never reset

The second derivation assumed a reset before each passage. Many passages through the narrow region, with newly drawn thermal energies and a random relative phase from each free flight, test the steady state directly. The Boltzmann population of the upper state is $0.349/1.349=0.259$. With reset the simulation gave 0.256, which agrees within the tolerance of 0.012 set for this test.

Without any reset the population was 0.238, which corresponds to $n_1/n_0=0.238/0.762=0.312$, or 11 percent below the Boltzmann ratio. No sampling error was determined for this run, so the shift should be read as an indication. The value is still far from the equal populations found without rescaling. The narrow width makes the evolution of the coefficients during a passage nearly independent of speed, but the coefficients now remember earlier passages, including those in which a hop was rejected. The calculation of $h_{01}$ and $h_{10}$ given above does not cover that case.

### What each derivation assumes

Both derivations use classical nuclei, a hop at fixed position, conservation of total energy in the hop, and rejection when the energy is insufficient. The equilibrium they describe is therefore that of classical nuclei on adiabatic surfaces; zero-point energy and tunnelling are absent. Both also take the electronic energies as given. An error $\delta$ in the gap multiplies the Boltzmann factor $e^{-\beta\Delta}$ by $e^{-\beta\delta}$; outside the narrow region it can also change the second factor in the passage formula. At 300 K an overestimate of 0.00095 hartree, equal to $kT$, divides the Boltzmann factor by $e$, a larger change than any departure found above with energy-conserving hops. For energies from an approximate density functional, this can outweigh the imperfection of the hopping scheme.

They differ in the rest.

- **The phase-space derivation** allows any number of nuclear coordinates, curved surfaces and a coupling that varies from place to place. It uses a velocity change along $d$, which keeps $|v\cdot d|\,dv$ equal before and after the hop; isotropic scaling in more than one dimension does not. It also needs the local symmetry $h_{ak}(v)=h_{ka}(v')$, with the coefficients distributed as they are in the steady state. It does not supply this symmetry, nor does it say how large the error is when the symmetry fails.
- **The passage derivation** is restricted to one coordinate, flat surfaces with a constant gap, and a localized coupling. It further assumes that velocities are thermalized and coefficients reset between passages. In return it needs no local symmetry, because each passage is treated as a whole with all its hops. The departure from the Boltzmann ratio appears as one factor, $\langle P_{01}\rangle/\langle P_{10}\rangle$, which can be computed.

With one coordinate there is no choice of direction for the velocity change, so the passage derivation cannot reveal the fault of isotropic scaling. The phase-space derivation does: if $h$ is symmetric, the downward flow differs from the upward one by the factor $s^{N-1}$. For an upward hop $s<1$, so at Boltzmann populations too few walkers return, and the upper surface gains population beyond its thermal share.

The two meet in the narrow region with reset coefficients, where the assumption of the first can be verified and the factor in the second equals one. Outside that limit the threshold still supplies the factor $e^{-\beta\Delta}$ in the passage formula, but the second factor can differ considerably from one and has to be computed. The runs above used a single gap, close to $kT$, so the departures they show should not be taken as typical of larger gaps. The numerical output below gives the values for all three widths and for the runs with and without reset.

## Computed values

```
THREE STATES, PRESCRIBED PATH
speed 0.01 a.u., time step 0.400 a.u., steps 2000
initial populations: [0.6 0.3 0.1]
at R = 0.00 bohr:
  energies (hartree): [-0.004077  0.000519  0.007557]
  populations: [4.178e-01 5.820e-01 3.000e-04]
  flux b_10 = +1.0322e-02 per a.u. time
  flux b_20 = +3.5195e-05 per a.u. time
  flux b_21 = +7.8903e-06 per a.u. time
  hop chances from 0 to 0,1,2 in one step: [-0.000e+00  9.883e-03  3.400e-05]
  hop chances from 1 to 0,1,2 in one step: [ 0.e+00 -0.e+00  5.e-06]
  hop chances from 2 to 0,1,2 in one step: [ 0.  0. -0.]
largest |d rho/dt| 1.056e-02, flux error 1.1e-06
final populations: [0.0707 0.6666 0.2627]
final walker fractions: [0.069  0.6671 0.2639]
walkers 20000, worst difference at any time 0.0068
hops per walker 1.141, from flux 1.136
hops per walker if state redrawn each step 988
DIFFERENT HISTORIES, ZERO GAP, NO FRUSTRATED HOPS
region angles 0.5236 and 0.2618 rad, phase shift pi
after region 1: fraction 0.2501, rho 0.2500
after region 2: fraction 0.3196, mean rho 0.3917
fraction predicted by hand formula 0.3170
VELOCITY MAP, UPWARD HOP, 3 COORDINATES
kinetic energy 0.008000 -> 0.007000 hartree
part along d before the hop 0.007515 hartree
flux factor |v'.d|dv'/(|v.d|dv): along d 1.000000
  isotropic 0.875000, with speed scale s = 0.935414
TWO STATES IN A HEAT BATH
gap 0.001 hartree, mass 2000 m_e, angle 0.7854 rad
T = 300 K, kT = 9.500435e-04 hartree
Boltzmann factor 0.3490, sin^2(angle) 0.5000
width 0.02 bohr: Q_up 0.1751, Q_down 0.4977
  ratio 0.3518, ratio/Boltzmann 1.008 (rel. error 0.008)
  from state 0: mean rho_1 0.4983, fraction 0.1751
width 0.5 bohr: Q_up 0.1427, Q_down 0.3040
  ratio 0.4693, ratio/Boltzmann 1.345 (rel. error 0.010)
width 2.0 bohr: Q_up 0.0137, Q_down 0.0336
  ratio 0.4074, ratio/Boltzmann 1.167 (rel. error 0.035)
no rescaling, no rejection, width 0.02: ratio 0.9952
upper-state population after many passages, width 0.02 bohr:
  Boltzmann 0.2587, coefficients reset 0.2555
  coefficients never reset 0.2379
```
